# Cahn–Hilliard growth spectrum of an unstable alloy with Darken mobility

A simulation of an alloy that unmixes from a uniform state needs a box length and a grid spacing before it can start. If the box is too short, no small composition wave that fits into it can grow, and the alloy looks stable. If the grid is too coarse, the pattern that appears is set by the grid. Both choices depend on two lengths: the critical wavelength, which separates growing from decaying waves, and the wavelength that grows fastest.

## The model

Let $c$ be the mole fraction of B in a substitutional alloy A–B whose molar volume $V_m$ does not depend on composition. The free energy is

$$F=\frac1{V_m}\int\left[g(c)+\frac{\kappa}{2}|\nabla c|^2\right]dV,\qquad \kappa>0 .$$

Here $g$ is the molar free energy of a uniform alloy, and $\kappa$ makes composition gradients costly. The factor $1/2$ is a convention; without it, $\kappa$ below would be replaced by $2\kappa$. Elastic strain is left out, and the alloy is isotropic, so a plane wave along $x$ represents every direction. Primes on $g$ mean derivatives with respect to $c$, and $\partial$ means $\partial/\partial x$.

The initial composition is $c_0$, with $g''(c_0)<0$. A perfectly uniform alloy has no gradients and, in a deterministic equation, does not evolve. The question is how a small disturbance develops:

$$c=c_0+a(t)\cos kx,\qquad a\propto e^{\sigma t},\qquad \lambda=2\pi/k .$$

All fluxes below are molar fluxes multiplied by $V_m$, so they have the unit of velocity and $\partial c/\partial t=-\partial J$.

## First derivation: fluxes of the two species

**Chemical potentials.** To vary the amounts of A and B separately, let $n_A$ and $n_B$ be their amounts per lattice site, with $n=n_A+n_B$ and $c=n_B/n$. The energy density per mole of sites is $n[g+\frac{\kappa}{2}(\partial c)^2]$. After the variation we set $n=1$. Since

$$\delta c=(1-c)\,\delta n_B-c\,\delta n_A ,$$

and since integration by parts turns $\kappa\,\partial c\,\partial\delta c$ into $-\kappa\,\partial^2c\,\delta c$ (the boundary term vanishes in a periodic box), the potentials are

$$\mu_B=w+(1-c)\tilde\mu,\qquad \mu_A=w-c\,\tilde\mu,$$

$$w=g+\frac{\kappa}{2}(\partial c)^2,\qquad \tilde\mu=g'(c)-\kappa\,\partial^2c .$$

Their difference is $\mu_B-\mu_A=\tilde\mu$. Their weighted gradient is

$$c\,\partial\mu_B+(1-c)\,\partial\mu_A=\partial w-\tilde\mu\,\partial c,$$

because the terms in $\partial\tilde\mu$ cancel and those in $\tilde\mu$ add to $-[c+(1-c)]\tilde\mu\,\partial c$. Inserting $w$ and $\tilde\mu$ gives

$$\partial w-\tilde\mu\,\partial c=g'\partial c+\kappa\,\partial c\,\partial^2c-g'\partial c+\kappa\,\partial c\,\partial^2c=2\kappa\,\partial c\,\partial^2c .$$

This is of second order in the wave amplitude. To first order the Gibbs–Duhem relation therefore survives the gradient energy, and together with $\partial\mu_B-\partial\mu_A=\partial\tilde\mu$ it yields

$$\partial\mu_B=(1-c)\,\partial\tilde\mu,\qquad \partial\mu_A=-c\,\partial\tilde\mu .$$

**Fluxes.** Relative to the crystal lattice, each species drifts down its own potential gradient with mobility $D_i/RT$, where $D_i$ is its tracer diffusivity:

$$j_B=-\frac{cD_B}{RT}\,\partial\mu_B,\qquad j_A=-\frac{(1-c)D_A}{RT}\,\partial\mu_A .$$

This neglects the coupling of the two fluxes through correlated vacancy jumps. If the fluxes do not cancel, there is a net vacancy flux. We assume that sources and sinks, spaced more finely than the wave, keep the vacancies at equilibrium by adding and removing lattice sites. The lattice then moves with a velocity $v$. Constant molar volume requires no net flux in the laboratory frame, so $j_A+j_B+v=0$. The flux of B in that frame is

$$J=j_B+cv=(1-c)j_B-cj_A .$$

Inserting the species fluxes and the first-order gradients,

$$J=-\frac{c(1-c)}{RT}\left[(1-c)D_B+cD_A\right]\partial\tilde\mu=-M\,\partial\tilde\mu,$$

$$M=\frac{c(1-c)}{RT}\left[cD_A+(1-c)D_B\right].$$

This is the Darken mobility. Each tracer diffusivity is weighted by the fraction of the other species. In a dilute solution of B, $M\to cD_B/RT$, so the solute's own diffusivity controls the rate.

**Linearization.** Conservation gives the Cahn–Hilliard equation

$$\frac{\partial c}{\partial t}=\partial\left[M(c)\,\partial\left(g'(c)-\kappa\,\partial^2c\right)\right].$$

Write $c=c_0+u$. The inner gradient is already of first order in $u$, so $M$ may be replaced by its value $M_0$ at $c_0$. Also $\partial g'=g''(c_0)\,\partial u$ to this order. Hence

$$\frac{\partial u}{\partial t}=M_0\left[g''\partial^2u-\kappa\,\partial^4u\right].$$

For $u\propto e^{\sigma t}\cos kx$, $\partial^2\to-k^2$ and $\partial^4\to k^4$:

$$\boxed{\sigma(k)=-M_0k^2\left(g''+\kappa k^2\right)}$$

**The two wavelengths.** With $g''=-|g''|$, the rate vanishes at

$$k_c^2=\frac{|g''|}{\kappa},\qquad \lambda_c=2\pi\sqrt{\frac{\kappa}{|g''|}} .$$

Completing the square in $k^2$ gives

$$\sigma=\frac{M_0g''^2}{4\kappa}-M_0\kappa\left(k^2-\frac{k_c^2}{2}\right)^2 .$$

The square is never negative, so the largest rate and its position are

$$\sigma_m=\frac{M_0g''^2}{4\kappa},\qquad k_m=\frac{k_c}{\sqrt2},\qquad \lambda_m=\sqrt2\,\lambda_c .$$

Waves longer than $\lambda_c$ grow, and shorter ones decay.

## Second derivation: energy release against dissipation

The same spectrum follows without species potentials or the Cahn–Hilliard equation. It needs the energy of one wave, the conservation of atoms, and the cost of moving them to change the wave.

**Energy.** Over one period $\langle\cos kx\rangle=0$ and $\langle\cos^2kx\rangle=\langle\sin^2kx\rangle=1/2$. The excess free energy per mole is therefore, to second order,

$$f=\frac{g''}{2}\cdot\frac{a^2}{2}+\frac{\kappa}{2}\cdot\frac{k^2a^2}{2}=\frac{a^2}{4}\left(g''+\kappa k^2\right).$$

The critical wavelength is already visible: for $k<k_c$ the wave lowers the free energy, and for $k>k_c$ it raises it. No mobility has entered.

**Cost of transport.** An atom of species $i$ moving at speed $v_i$ relative to the lattice meets a drag $RTv_i/D_i$ per mole. Half the power spent against drag is the dissipation function. With $j_B=cv_B$ and $j_A=(1-c)v_A$ it is, per mole of alloy,

$$\phi=\frac{RT}{2}\left[\frac{j_B^2}{cD_B}+\frac{j_A^2}{(1-c)D_A}\right].$$

The rule used here is that the actual rates minimize $\dot f+\langle\phi\rangle$. For one species in a potential gradient this means minimizing $v\,\partial\mu+RTv^2/2D$, which gives the usual drift $v=-(D/RT)\,\partial\mu$.

The composition responds only to $J=(1-c)j_B-cj_A$. For a given $J$, the division between $j_A$ and $j_B$ is free when sinks are plentiful, so it takes the cheapest value. With a Lagrange multiplier $\Lambda$ for the constraint,

$$\frac{RT\,j_B}{cD_B}=\Lambda(1-c),\qquad \frac{RT\,j_A}{(1-c)D_A}=-\Lambda c .$$

Solving for the fluxes and forming $J$ gives

$$J=\Lambda\,\frac{c(1-c)}{RT}\left[(1-c)D_B+cD_A\right]=\Lambda M .$$

To find the cost, multiply the first condition by $j_B$, the second by $j_A$, and add. The left side is $2\phi$ and the right side is $\Lambda J$, so

$$\phi_{\min}=\frac{\Lambda J}{2}=\frac{J^2}{2M}.$$

The Darken mobility thus belongs to the least dissipative way of producing a given composition flux.

**Rate.** Conservation with $\partial c/\partial t=\dot a\cos kx$ requires $J=-(\dot a/k)\sin kx$. A uniform flux could be added, but it would raise the dissipation without changing the composition. Since $J^2$ is already of second order, $M=M_0$ suffices, and

$$\dot f+\langle\phi\rangle=\frac{a\dot a}{2}\left(g''+\kappa k^2\right)+\frac{\dot a^2}{4M_0k^2}.$$

Setting the derivative with respect to $\dot a$ to zero,

$$\frac a2\left(g''+\kappa k^2\right)+\frac{\dot a}{2M_0k^2}=0\quad\Rightarrow\quad \dot a=-M_0k^2\left(g''+\kappa k^2\right)a .$$

This is the boxed spectrum. When many waves are present, products of different cosines or sines average to zero in both $f$ and $\langle\phi\rangle$, so each wave grows independently at this order.

The fastest wave is a compromise. Writing $\sigma=M_0\kappa\,k^2(k_c^2-k^2)$, the first factor favours short waves, because atoms travel less far, and the second favours long waves, because less energy is stored in gradients. The two factors have the fixed sum $k_c^2$, so their product is largest when they are equal, at $k^2=k_c^2/2$.

## What each derivation assumes

Both derivations assume small amplitude, constant molar volume, no strain, independent drag on the two species, and waves much longer than the atomic spacing. Both use a mean-field free energy and omit thermal noise during growth.

The first needs local chemical potentials for A and B and the Gibbs–Duhem relation between them. In return it leads to an equation that can be continued to finite amplitude. There the residual $2\kappa\,\partial c\,\partial^2c=\partial[\kappa(\partial c)^2]$ no longer vanishes. In one dimension it is a gradient, which a local pressure can balance; the nonlinear equation above assumes that balance.

The second replaces the force laws by a minimum rule for linear, symmetric friction. It treats the site constraint through $J$ and needs no Gibbs–Duhem relation, but as carried out here it describes only the linear stage. It also shows what happens when the sinks are missing. Lattice sites then cannot be created or removed, the stored vacancies are few, and the atom fluxes must cancel: $j_A=-j_B$, hence $J=j_B$. The cost becomes

$$\phi=\frac{RT\,J^2}{2}\left[\frac1{cD_B}+\frac1{(1-c)D_A}\right]=\frac{J^2}{2M_{ns}},$$

$$M_{ns}=\frac{c(1-c)}{RT}\,\frac{D_AD_B}{cD_B+(1-c)D_A}.$$

An added constraint cannot lower a minimum cost, so $M_{ns}\le M$, with equality for $D_A=D_B$. The mobility multiplies the whole spectrum. Between these two limits the rates therefore differ, while $\lambda_c$ and $\lambda_m$ do not. When the sink spacing is comparable to the wavelength, the mobility passes from $M$ for long waves to $M_{ns}$ for short ones. It then depends on $k$ and moves $\lambda_m$ to somewhat longer waves, while $\lambda_c$ stays fixed.

This matters because the Darken condition is severe at short wavelengths. A dislocation density of $10^{14}\ \mathrm{m^{-2}}$, for example, means a typical spacing of $(10^{14})^{-1/2}\ \mathrm m=100$ nm. If dislocations are the only sinks, a wave of a few nanometres is closer to the case without sinks.

## A worked alloy

Take a regular solution with round parameters:

$$g=RT\left[c\ln c+(1-c)\ln(1-c)\right]+\Omega c(1-c),$$

$$g''=\frac{RT}{c(1-c)}-2\Omega .$$

The values are $T=900$ K, $c_0=0.4$, $\Omega=20$ kJ/mol, $\kappa=2\times10^{-15}\ \mathrm{J\,m^2/mol}$, $D_A=10^{-20}$ and $D_B=4\times10^{-20}\ \mathrm{m^2/s}$. This $\kappa$ is a chosen value. Nearest-neighbour bonds alone on an fcc lattice of parameter $a_0=0.36$ nm give $\kappa=\Omega a_0^2/6=4.3\times10^{-16}\ \mathrm{J\,m^2/mol}$ and a critical wavelength near 1.4 nm, only about four lattice parameters. With $RT=7483$ J/mol,

$$g''=\frac{7483}{0.24}-40000=-8821\ \mathrm{J/mol},$$

$$M_0=\frac{0.24\,(0.4\times1+0.6\times4)\times10^{-20}}{7483}=8.98\times10^{-25}\ \mathrm{\frac{m^2\,mol}{J\,s}} .$$

The critical wavenumber is $\sqrt{8821/(2\times10^{-15})}\ \mathrm{m^{-1}}=2.10\ \mathrm{nm^{-1}}$, so

$$\lambda_c=2.99\ \mathrm{nm},\qquad \lambda_m=4.23\ \mathrm{nm},$$

$$\sigma_m=\frac{8.98\times10^{-25}\times8821^2}{4\times2\times10^{-15}}=8.73\times10^{-3}\ \mathrm{s^{-1}} .$$

The fastest wave grows by a factor $e$ in 114 s and tenfold in 264 s. Without sinks the mobility ratio is $4/(2.2\times2.8)=0.649$, and the largest rate falls to $5.67\times10^{-3}\ \mathrm{s^{-1}}$.

With $s=(\lambda_c/\lambda)^2$ the spectrum reads $\sigma=4\sigma_ms(1-s)$:

| $\lambda$ (nm) | $\lambda/\lambda_c$ | $\sigma$ ($10^{-3}\ \mathrm{s^{-1}}$) |
|---|---|---|
| 2.24 | 0.75 | −48.3 |
| 3.59 | 1.20 | 7.41 |
| 4.23 | 1.41 | 8.73 |
| 5.98 | 2.00 | 6.55 |
| 11.97 | 4.00 | 2.05 |

The maximum is broad. While the fastest wave grows tenfold, the wave at $2\lambda_c$, with three quarters of the rate, grows by $10^{0.75}=5.6$. The early pattern is therefore a band of wavelengths. If all waves start with equal amplitude, the strongest is at $\lambda_m$; an uneven initial spectrum can shift the peak at first. In a real alloy the linear stage is short. With an atomic volume of $0.012\ \mathrm{nm^3}$, a random mixture already has an rms composition fluctuation of 0.02 in the waves with $k<k_c$. Linear growth brings this to 0.07, the rms of a cosine with $a=0.1$, in about 180 s. With thermal noise acting during growth it takes about 50 s, and the peak of the spectrum then lies near 3.4 nm and has not yet reached $\lambda_m$.

**Long waves.** For $k\ll k_c$, $\sigma\to-\tilde Dk^2$ with the interdiffusion coefficient $\tilde D=M_0g''=-7.92\times10^{-21}\ \mathrm{m^2/s}$. Its negative sign means that B flows towards regions already rich in B. Without gradient energy this law would hold at every $k$, and the rate would rise without bound as the wavelength shrank.

**Near the spinodal.** The curvature vanishes at $T_s=2\Omega c_0(1-c_0)/R=1155$ K, and

$$g''=\frac{R(T-T_s)}{c_0(1-c_0)} .$$

As $T$ approaches $T_s$ from below, both wavelengths diverge as $(T_s-T)^{-1/2}$, and $\sigma_m$ vanishes as $(T_s-T)^2$ if the tracer diffusivities stay finite. With these held fixed, a 60 nm wave grows at $2.5\times10^{-6}\ \mathrm{s^{-1}}$ 10 K below $T_s$ and decays at $2.8\times10^{-6}\ \mathrm{s^{-1}}$ 10 K above it. This mean-field description becomes doubtful close to $T_s$, where fluctuations need not be small.

**Finite amplitude.** Reversing the sign of $a$ only shifts a cosine by half a wavelength, so its relative growth rate is even in $a$, and the first correction is proportional to $a^2$. To find its size, the right side of the nonlinear equation was evaluated with Fourier derivatives for a cosine of wavelength $\lambda_m$ and projected back onto that cosine. For $a=0.02$, 0.04 and 0.10 the rate is 0.996, 0.984 and 0.898 of $\sigma_m$. For an exact cosine in this alloy, the linear rate is thus about 10 percent of $\sigma_m$ too high when the composition swings between 0.3 and 0.5. A wave that has grown from small amplitude also carries a second harmonic of order $a^2$, which changes the size of this correction and is left out here.

## Choosing the box and the grid

In one dimension a periodic box of length $L$ admits $\lambda=L/n$ with integer $n$. A cube admits $\lambda=L/\sqrt{n_1^2+n_2^2+n_3^2}$, with the same longest wave and a much denser set below it. The counting below is for one dimension. Growth from a small disturbance requires $L>\lambda_c$, and a fair sample of the band requires many multiples of $\lambda_m$. A 60 nm box has $60/2.992=20.05$, so the waves $n=1$ to 20 grow. Since $60/4.231=14.2$, the fastest of them is $n=14$, at 4.29 nm.

On a grid of spacing $h$, the three-point second difference replaces $k^2$ by

$$K=\frac{4}{h^2}\sin^2\frac{kh}{2}\le\frac4{h^2} .$$

If it is used for both second derivatives, the rate is $-M_0K(g''+\kappa K)$, with its maximum at $K=k_m^2$. Expanding the sine for small $kh$ gives $K\approx k^2(1-k^2h^2/12)$, so the fastest wavenumber on the grid is larger than $k_m$ by the fraction $k_m^2h^2/24$. With $k_m=1.485\ \mathrm{nm^{-1}}$ and $h=0.5$ nm this is $0.551/24$, or about 2 percent. This holds for a wave along a grid axis. Along a face or body diagonal of a cubic grid the shift is about a half or a third of it, so the grid also introduces an anisotropy.

A coarse one-dimensional grid fails in two stages. For $h>2/k_c=0.95$ nm, $K$ cannot reach $k_c^2$, and every nonuniform wave on the grid grows. For $h>2/k_m=1.35$ nm, $K$ cannot reach $k_m^2$ either, and the fastest wave is the shortest one the grid can hold. The pattern then measures the grid spacing and not the alloy. On a cubic grid in $d$ dimensions, $K$ is a sum of one such term per axis and reaches $4d/h^2$, so the two thresholds become $2\sqrt d/k_c$ and $2\sqrt d/k_m$, or 1.65 and 2.33 nm for $d=3$. The one-dimensional values then mark where waves along a grid axis stop decaying and where they can no longer reach the largest rate.
